# Cubic Film Orientations of Least and Greatest Coherent Equibiaxial Strain Energy, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Elastic relaxation and the convexity proof

### 1. Two films that can be solved by hand

A cubic film is grown on a thick substrate of the same crystal orientation but slightly different lattice parameter. If the film is coherent, its in-plane lattice is stretched or compressed by the same fraction $\varepsilon$ in every in-plane direction. Its upper surface is free, so the film can still relax out of the plane. How much elastic energy remains depends on the surface normal $n$.

Let $C_{11}$, $C_{12}$ and $C_{44}$ be the elastic constants of the film, and define

$$
\beta = C_{11} + 2 C_{12} , \qquad d = C_{11} - C_{12} , \qquad \mu = C_{44} .
$$

Here $\beta$ is three times the bulk modulus. Shear strains $e_{ij}$ are tensor components, so the engineering shear is $2 e_{ij}$. In the cubic axes the energy per volume is

$$
W = \tfrac12 C_{11} ( e_{11}^2 + e_{22}^2 + e_{33}^2 ) + C_{12} ( e_{11} e_{22} + e_{22} e_{33} + e_{33} e_{11} ) + 2 \mu ( e_{12}^2 + e_{23}^2 + e_{31}^2 ) .
$$

**The (001) film.** Write the strain as a uniform dilation $\varepsilon$ along all three axes plus an extra stretch $b$ along the normal: $e_{11} = e_{22} = \varepsilon$ and $e_{33} = \varepsilon + b$. The terms without $b$ add to $\tfrac32 C_{11} \varepsilon^2 + 3 C_{12} \varepsilon^2 = \tfrac32 \beta \varepsilon^2$. The terms linear in $b$ are $C_{11} \varepsilon b + 2 C_{12} \varepsilon b = \beta \varepsilon b$. Hence

$$
W = \tfrac32 \beta \varepsilon^2 + \beta \varepsilon b + \tfrac12 C_{11} b^2 .
$$

The minimum is at $b = - \beta \varepsilon / C_{11}$, where

$$
W = \frac{\beta}{2} \left( 3 - \frac{\beta}{C_{11}} \right) \varepsilon^2 = \frac{\beta ( C_{11} - C_{12} )}{C_{11}} \, \varepsilon^2 ,
$$

because $3 C_{11} - \beta = 2 ( C_{11} - C_{12} )$.

**The (111) film.** Threefold symmetry about the normal allows the same kind of relaxation, a stretch $b$ along $n = (1,1,1)/\sqrt3$. It adds $b n_i n_j = b/3$ to every strain component. The three diagonal components become $\varepsilon + b/3$ and the three shear components become $b/3$, so

$$
W = \tfrac32 \beta \left( \varepsilon + \tfrac{b}{3} \right)^2 + 2 \mu \cdot 3 \cdot \tfrac{b^2}{9} = \tfrac32 \beta \left( \varepsilon + \tfrac{b}{3} \right)^2 + \tfrac23 \mu b^2 .
$$

Setting the derivative to zero gives $\beta ( \varepsilon + b/3 ) + \tfrac43 \mu b = 0$, or $b = - 3 \beta \varepsilon / ( \beta + 4 \mu )$. Then $\varepsilon + b/3 = 4 \mu \varepsilon / ( \beta + 4 \mu )$, and

$$
W = \frac{24 \beta \mu^2 + 6 \beta^2 \mu}{( \beta + 4 \mu )^2} \, \varepsilon^2 = \frac{6 \beta \mu}{\beta + 4 \mu} \, \varepsilon^2 .
$$

The two results have a common form. Since $3 C_{11} = \beta + 2 d$, both are values of one function,

$$
g(s) = \frac{3 \beta s}{\beta + 2 s} , \qquad \frac{W_{001}}{\varepsilon^2} = g(d) , \qquad \frac{W_{111}}{\varepsilon^2} = g( 2 \mu ) .
$$

Its derivative, $g'(s) = 3 \beta^2 / ( \beta + 2 s )^2$, is positive. The (111) film therefore stores more energy than the (001) film when $2 \mu > d$. The reason is visible in the strains. The (001) film changes shape by a tetragonal distortion along a cube axis, which is resisted by $d$. The (111) film changes shape by a trigonal distortion along a body diagonal, which is resisted by $2 \mu$.

This comparison leaves open whether some less symmetric orientation lies below (001) or above (111).

### 2. Statement and assumptions

The crystal is elastically stable, meaning that $W > 0$ for every nonzero strain. To express this through the constants, let $t = e_{11} + e_{22} + e_{33}$. The normal-strain part of $W$ is $\tfrac12 d \sum_i e_{ii}^2 + \tfrac12 C_{12} t^2$. Inserting $\sum_i e_{ii}^2 = \sum_i ( e_{ii} - t/3 )^2 + t^2 / 3$ and $d + 3 C_{12} = \beta$ gives

$$
W = \frac{\beta}{6} t^2 + \frac{d}{2} \sum_i \left( e_{ii} - \frac t3 \right)^2 + 2 \mu ( e_{12}^2 + e_{23}^2 + e_{31}^2 ) .
$$

The three parts can be varied separately. Stability is thus equivalent to $\beta > 0$, $d > 0$ and $\mu > 0$.

The other assumptions are these. The film is uniform, flat, and much thinner than the substrate, which takes up no strain. Elasticity is linear. Surface energy and dislocations are left out. Different normals are compared at the same misfit $\varepsilon \neq 0$ and the same elastic constants. Write $W(n) = M(n) \varepsilon^2$ for the energy per volume after relaxation.

**Theorem 1.** If

$$
C_{44} < C_{11} - C_{12} < 2 C_{44} ,
$$

then $M(n)$ is smallest for the normals $\{001\}$ and for no others, and largest for the normals $\{111\}$ and for no others. The extreme values are

$$
M_{001} = \frac{\beta ( C_{11} - C_{12} )}{C_{11}} , \qquad M_{111} = \frac{6 \beta C_{44}}{\beta + 4 C_{44}} .
$$

The upper inequality fixes the sense of the anisotropy. The lower one serves the method of proof, and Part II removes it.

### 3. Lemma 1: the relaxed energy

**Lemma 1.** Let $\Gamma_{ik} = \sum_{jl} C_{ijkl} n_j n_l$. Then $\Gamma$ is positive definite, and

$$
M(n) = \tfrac12 \left( 3 \beta - \beta^2 G \right) , \qquad G = n \cdot \Gamma^{-1} n .
$$

*Proof.* Let $A$ be the displacement gradient of the film, measured from its unstrained state. Coherence requires $A t = \varepsilon t$ for every in-plane vector $t$; a common rigid rotation costs no energy and is dropped. The matrix $A - \varepsilon I$ then annihilates every vector perpendicular to $n$, so it has the form $b n^T$ with some vector $b$. The strain is the symmetric part,

$$
e = \varepsilon I + \tfrac12 ( b n^T + n b^T ) .
$$

The vector $b$ is free. Its normal component changes the film thickness, and its tangential component $b_t$ shears the film. The normal strain is $\varepsilon + b \cdot n$, and the engineering shear between the normal and the plane is $| b_t |$.

Now insert $e$ into $W = \tfrac12 \sum C_{ijkl} e_{ij} e_{kl}$. A uniform dilation of a cubic crystal produces a hydrostatic stress: $\sum_{kl} C_{ijkl} \delta_{kl} = \beta \delta_{ij}$. The pure dilation term is therefore $\tfrac12 \varepsilon^2 \cdot 3 \beta$, and the cross term is $\varepsilon \beta$ times the trace of $b n^T$, which is $b \cdot n$. In the term quadratic in $b$, the symmetry of $C_{ijkl}$ under $i \leftrightarrow j$ and $k \leftrightarrow l$ allows each symmetrised product to be replaced by $b_i n_j$ and $b_k n_l$. Thus

$$
W = \tfrac32 \beta \varepsilon^2 + \varepsilon \beta \, b \cdot n + \tfrac12 b \cdot \Gamma b .
$$

For positive definiteness, note that $\tfrac12 b \cdot \Gamma b$ is the energy of the strain $\tfrac12 ( b n^T + n b^T )$. If this strain vanished, applying it to $n$ would give $b + n ( b \cdot n ) = 0$. The scalar product with $n$ then gives $b \cdot n = 0$, and hence $b = 0$. For $b \neq 0$ the strain is nonzero and stability makes its energy positive.

The minimum over $b$ satisfies

$$
\Gamma b = - \varepsilon \beta n , \qquad b = - \varepsilon \beta \, \Gamma^{-1} n .
$$

Since $\partial W / \partial b_i = \sum_j \sigma_{ij} n_j$, this is the condition of zero traction on the surface. At the minimum the linear term equals $- \varepsilon^2 \beta^2 G$ and the quadratic term equals $+ \tfrac12 \varepsilon^2 \beta^2 G$. Their sum is $- \tfrac12 \varepsilon^2 \beta^2 G$, which proves the formula. $\square$

The two terms of $M$ have a direct meaning. If the film were first dilated equally in all directions, it would store $\tfrac32 \beta \varepsilon^2$ whatever its orientation, and its surface would carry the traction $\beta \varepsilon n$. Releasing that traction returns the energy $\tfrac12 \beta^2 \varepsilon^2 G$. The orientation enters through the compliance $G$ alone: a compliant normal direction gives a low film energy.

### 4. Lemma 2: Sherman-Morrison inversion

Define

$$
H = C_{11} - C_{12} - 2 C_{44} = d - 2 \mu , \qquad \kappa = C_{12} + C_{44} , \qquad x_i = n_i^2 .
$$

The $x_i$ are nonnegative and add to one, so they are the coordinates of a point in a triangle. The corners are the $\{001\}$ normals and the centre is $\{111\}$.

**Lemma 2.** Under the conditions of Theorem 1,

$$
G = \frac{S}{1 + \kappa S} , \qquad S = \sum_i \frac{x_i}{\mu + H x_i} ,
$$

and $M$ is a strictly decreasing function of $S$.

*Proof.* The cubic elastic tensor is

$$
C_{ijkl} = C_{12} \delta_{ij} \delta_{kl} + \mu ( \delta_{ik} \delta_{jl} + \delta_{il} \delta_{jk} ) + H \delta_{ijkl} ,
$$

where $\delta_{ijkl}$ is one if all four indices agree and zero otherwise. For four equal indices it gives $C_{12} + 2 \mu + H = C_{11}$, as it must. Contraction with $n_j n_l$ turns the first term into $C_{12} n_i n_k$, the second into $\mu \delta_{ik} + \mu n_i n_k$, and the third into $H n_i^2 \delta_{ik}$. Therefore

$$
\Gamma = D + \kappa \, n n^T , \qquad D = \mathrm{diag} ( \mu + H x_1 , \ \mu + H x_2 , \ \mu + H x_3 ) .
$$

The matrix is diagonal apart from a term of rank one, which is the case covered by the Sherman-Morrison formula. The needed part of that formula follows in a few lines. Under the stated conditions $H < 0$, so the smallest possible entry of $D$ is

$$
\mu + H = C_{11} - C_{12} - C_{44} > 0 .
$$

This is where the lower inequality enters. All entries of $D$ are positive, $D$ is invertible, and $S = n \cdot D^{-1} n$ is positive.

Let $y = \Gamma^{-1} n$, so that $G = n \cdot y$. The equation $\Gamma y = n$ reads

$$
D y + \kappa G n = n , \qquad \text{hence} \qquad y = ( 1 - \kappa G ) D^{-1} n .
$$

The scalar product with $n$ gives $G = ( 1 - \kappa G ) S$, or $G ( 1 + \kappa S ) = S$. The factor $1 + \kappa S$ is positive because $\kappa$ is. Indeed $C_{12} = ( \beta - d ) / 3$ and $d < 2 \mu$, so

$$
\kappa = \frac{\beta - d}{3} + \mu > \frac{\beta - 2 \mu}{3} + \mu = \frac{\beta + \mu}{3} > 0 .
$$

Division gives the stated $G$. Also $1 - \kappa G = 1 / ( 1 + \kappa S )$, so the relaxation vector is

$$
b = - \frac{\varepsilon \beta}{1 + \kappa S} \, D^{-1} n .
$$

Finally,

$$
\frac{dG}{dS} = \frac{( 1 + \kappa S ) - \kappa S}{( 1 + \kappa S )^2} = \frac{1}{( 1 + \kappa S )^2} > 0 , \qquad \frac{dM}{dS} = - \frac{\beta^2}{2} \frac{dG}{dS} < 0 . \qquad \square
$$

The film shears unless $D^{-1} n$ is parallel to $n$. This requires all nonzero components of $n$ to have the same magnitude when $H \neq 0$, which singles out the $\{001\}$, $\{110\}$ and $\{111\}$ normals. Every other cut develops a shear as it relaxes.

### 5. Proof of Theorem 1

The problem is now to find the extrema of $S = f(x_1) + f(x_2) + f(x_3)$ on the triangle, with

$$
f(x) = \frac{x}{\mu + H x} , \qquad f'(x) = \frac{\mu}{( \mu + H x )^2} , \qquad f''(x) = - \frac{2 \mu H}{( \mu + H x )^3} .
$$

For $0 \le x \le 1$ the denominator is positive, and $H < 0$. Hence $f'' > 0$, and $f$ is strictly convex.

*Smallest $S$.* Jensen's inequality states that the mean of a convex function is at least its value at the mean. The mean of the $x_i$ is $1/3$, so

$$
S \ge 3 f ( \tfrac13 ) = \frac{1}{\mu + H/3} .
$$

Strict convexity allows equality if and only if $x_1 = x_2 = x_3$, which means a $\{111\}$ normal.

*Largest $S$.* A convex function lies below its chord. Since $f(0) = 0$, the chord from $0$ to $1$ gives $f(x) \le x f(1)$, with strict inequality for $0 < x < 1$. Summing over the three axes and using $\sum_i x_i = 1$,

$$
S \le f(1) = \frac{1}{\mu + H} ,
$$

with equality if and only if every $x_i$ is $0$ or $1$, which means a $\{001\}$ normal.

Because $M$ decreases with $S$, the first case gives the largest energy and the second the smallest. The values follow from $1/G = \kappa + 1/S$:

$$
\frac{1}{G_{001}} = \kappa + \mu + H = C_{11} , \qquad \frac{1}{G_{111}} = \kappa + \mu + \frac H3 = \frac{\beta + 4 \mu}{3} .
$$

Inserting them into $M = \tfrac12 ( 3 \beta - \beta^2 G )$ gives $\tfrac12 \beta ( 3 - \beta / C_{11} )$ and $\tfrac12 \beta \cdot 12 \mu / ( \beta + 4 \mu )$, which are the two expressions in the theorem. $\square$

**Remark on (110).** At $x = ( \tfrac12 , \tfrac12 , 0 )$ the same route gives $1/G = \kappa + \mu + H/2 = ( C_{11} + C_{12} + 2 \mu ) / 2$. Along the edge $x_3 = 0$, convexity makes $S$ smallest at this point, so $M$ falls on tilting towards (100) or (010). Moving towards (111) changes $S$ at the initial rate $f'(0) - f'( \tfrac12 )$ per unit $x_3$. This is negative because $f'$ increases, so $M$ rises. The (110) orientation is a saddle of the energy.

## Part II. Strong anisotropy, reversal and a worked film

### 6. Symbols and results carried over

The film has normal $n$, with $x_i = n_i^2$ and $\sum_i x_i = 1$, and in-plane misfit $\varepsilon$. Its relaxed energy per volume is $W = M \varepsilon^2$. The combinations of elastic constants are

$$
\beta = C_{11} + 2 C_{12} , \quad d = C_{11} - C_{12} , \quad \mu = C_{44} , \quad H = d - 2 \mu , \quad \kappa = C_{12} + \mu ,
$$

and stability means $\beta , d , \mu > 0$. Part I showed that

$$
M = \tfrac12 ( 3 \beta - \beta^2 G ) , \qquad G = n \cdot \Gamma^{-1} n , \qquad \Gamma = D + \kappa n n^T ,
$$

where $D$ is diagonal with entries $\mu + H x_i$ and $\Gamma$ is positive definite. When $D$ is invertible, $G = S / ( 1 + \kappa S )$ with $S = \sum_i x_i / ( \mu + H x_i )$. For $\mu < d < 2 \mu$ the function $S$ is convex, $\{001\}$ has the least energy and $\{111\}$ the greatest. The corresponding values of $1/G$ are $C_{11} = \kappa + \mu + H$ and $( \beta + 4 \mu ) / 3 = \kappa + \mu + H/3$.

For $C_{44} < C_{11} - C_{12} < 2 C_{44}$, the relaxed elastic energy is smallest for $\{001\}$ films and largest for $\{111\}$ films. It remains to remove the lower inequality, treat the opposite sense of anisotropy, and work through an example and compare it with a real film.
